\section*{Current between half-filled chains with the bias across one bond}

\section*{Problem}

Two semi-infinite chains have one orbital per site and nearest-neighbour hopping amplitude $-t$, with $t>0$. Sites $j\le 0$ form the left chain and sites $j\ge 1$ the right chain. The bond between sites $0$ and $1$ has amplitude $-t_c$, with
\begin{equation}
\lambda=\left(\frac{t_c}{t}\right)^2,\qquad 0<\lambda\le 1 .
\end{equation}
The electrons do not interact, and all scattering is elastic. Each chain is half filled before the two are joined, and this fixes the occupation of the states that travel towards the bond. A bias $V>0$ drops entirely across the joining bond, so every left site has energy $+eV/2$ and every right site $-eV/2$, with $e>0$. Find the steady current at zero temperature for all $V$. What happens when $eV$ exceeds the bandwidth $4t$?

Let $I$ be $e$ times the number of electrons passing from left to right per unit time. The conventional electric current has the same size and runs from right to left.

\section*{A tempting solution}

At zero bias both chains have the band $E=-2t\cos k$, and the bond transmits with some probability $T_0(E)$. The bias raises the left chemical potential to $eV/2$ and lowers the right one to $-eV/2$. Electrons in the window between them carry the current, so
\begin{equation}
I_{\rm tempting}=\frac{2e}{h}\int_{-eV/2}^{eV/2}T_0(E)\,dE .
\label{eq:wrong}
\end{equation}
Since $T_0$ is positive inside the band and zero outside it, the current grows with $V$ until the window covers the band at $eV=4t$. Beyond that it stays constant. The answer would be a saturation current.

\section*{Where it fails}

Equation~(\ref{eq:wrong}) moves the chemical potentials and leaves the bands where they were. The filling of a chain depends on the distance between its chemical potential and its band centre. With the bands fixed, the left chain fills up as $V$ grows and the right one empties. At $eV=4t$ the left chain is full and the right chain is empty. The formula therefore describes two chains that are being charged, and not two half-filled chains.

The band $-2t\cos k$ is symmetric about its centre, so half filling puts the chemical potential at the centre. The site energies carry the centres to $\pm eV/2$, and hence
\begin{equation}
\mu_L=+\frac{eV}{2},\qquad \mu_R=-\frac{eV}{2}.
\end{equation}
These are the chemical potentials used above, but the bands must move with them. The transmission then depends on $V$ as well as on $E$.

\section*{Solution}

\subsection*{Energies open on both sides}

Let $k$ and $q$ be the wave numbers on the left and right, both between $0$ and $\pi$. A state of energy $E$ obeys
\begin{align}
\varepsilon_L&\equiv E-\frac{eV}{2}=-2t\cos k,\\
\varepsilon_R&\equiv E+\frac{eV}{2}=-2t\cos q .
\end{align}
The left band runs from $eV/2-2t$ to $eV/2+2t$, and the right band from $-eV/2-2t$ to $-eV/2+2t$. Both contain $E$ when
\begin{equation}
|E|<2t-\frac{eV}{2}.
\label{eq:overlap}
\end{equation}
This interval is empty for $eV\ge4t$.

\subsection*{Transmission of the bond}

For a wave arriving from the left, write
\begin{equation}
\psi_j=e^{ikj}+r\,e^{-ikj}\ (j\le0),\qquad
\psi_j=\tau\,e^{iq(j-1)}\ (j\ge1).
\end{equation}
The Schr\"odinger equation at site $0$ is $\varepsilon_L\psi_0=-t\psi_{-1}-t_c\psi_1$. The left expression, continued to $j=1$, would satisfy the same equation with $t_c\psi_1$ replaced by $t(e^{ik}+re^{-ik})$. These two terms must be equal. The same argument at site $1$, with the right expression continued to $j=0$, gives the second condition:
\begin{align}
e^{ik}+r e^{-ik}&=\sqrt\lambda\,\tau,\\
\tau e^{-iq}&=\sqrt\lambda\,(1+r).
\end{align}
The second equation gives $r=\tau e^{-iq}/\sqrt\lambda-1$. Inserting this in the first,
\begin{equation}
e^{ik}-e^{-ik}+\frac{\tau e^{-i(k+q)}}{\sqrt\lambda}=\sqrt\lambda\,\tau ,
\end{equation}
and since $e^{ik}-e^{-ik}=2i\sin k$,
\begin{equation}
\tau=\frac{2i\sqrt\lambda\,\sin k}{\lambda-e^{-i(k+q)}} .
\end{equation}
The particle flux across a bond inside a chain is $(2t/\hbar)\,\mathrm{Im}(\psi_j^*\psi_{j+1})$. It equals $(2t/\hbar)\sin k$ for the incident wave and $|\tau|^2(2t/\hbar)\sin q$ for the transmitted one. Their ratio is the transmission probability. Because $|\lambda-e^{-i(k+q)}|=|1-\lambda e^{i(k+q)}|$,
\begin{equation}
T(E,V)=\frac{4\lambda\sin k\sin q}{\left|1-\lambda e^{i(k+q)}\right|^2}.
\label{eq:T}
\end{equation}
Exchanging $k$ and $q$ changes nothing, so a wave from the right has the same $T$ at the same energy.

If $E$ lies in the left band but outside the right one, the right solution decays as $y^{j-1}$ with real $y$, $|y|<1$. Then $\psi_j^*\psi_{j+1}$ is real on the right, the flux vanishes, and the wave is fully reflected.

\subsection*{Current}

Left states in an interval $dk$ send electrons towards the bond at the rate $v\,dk/(2\pi)$ per spin, where $v=(1/\hbar)\,dE/dk$. This rate is $dE/h$, because the velocity cancels the density of states. With two spins, occupations $f_L$ and $f_R$ of the incoming states, and the flow from the right subtracted,
\begin{equation}
I=\frac{2e}{h}\int T(E,V)\,[f_L(E)-f_R(E)]\,dE .
\label{eq:landauer}
\end{equation}

This counts every state if none is bound to the bond. A bound state would have $\psi_j=Ax^{-j}$ on the left and $\psi_j=By^{j-1}$ on the right, with $|x|,|y|<1$. The matching conditions become $A/x=\sqrt\lambda B$ and $B/y=\sqrt\lambda A$. Their product gives $\lambda xy=1$, which is impossible for $\lambda\le1$.

At zero temperature $f_L-f_R=1$ for $|E|<eV/2$ and zero elsewhere. Together with (\ref{eq:overlap}) this gives, for $0<eV<4t$,
\begin{equation}
I=\frac{2e}{h}\int_{-W}^{W}T(E,V)\,dE,\qquad
W=\min\!\left(\frac{eV}{2},\,2t-\frac{eV}{2}\right),
\label{eq:answer}
\end{equation}
and
\begin{equation}
I=0\qquad\text{for } eV\ge4t .
\end{equation}
Above the cutoff every filled left state lies higher in energy than the whole right band. An electron could enter the right chain only by giving up energy, and the model has nothing to receive it. Since $T=0$ at all energies, the current in (\ref{eq:landauer}) vanishes for any $f_L$ and $f_R$. The cutoff thus needs neither half filling nor zero temperature. Half filling fixes the window, and with it the curve below the cutoff.

\section*{Shape of the curve}

\subsection*{Small bias}

At $E=0$ the band relations give $\cos k=eV/4t$ and $\cos q=-eV/4t$. Hence $q=\pi-k$, $\sin q=\sin k$ and $e^{i(k+q)}=-1$, so that
\begin{equation}
T(0,V)=\frac{4\lambda}{(1+\lambda)^2}\left[1-\left(\frac{eV}{4t}\right)^2\right].
\label{eq:mid}
\end{equation}
For $eV\ll t$ the window has width $eV$ and $T$ hardly varies across it, which gives the conductance
\begin{equation}
G=\frac{2e^2}{h}\,\frac{4\lambda}{(1+\lambda)^2}.
\end{equation}
The tempting formula has the same limit, so its fault does not show in the linear response. For $\lambda=1$ the bond is like any other and $T(0,0)=1$, yet at finite bias $T(0,V)=1-(eV/4t)^2$. The potential step alone reflects electrons.

\subsection*{Maximum and fall}

Set $w=eV/2$, $P=\sin k\sin q$ and $C=\cos k\cos q$. Since $\cos(k+q)=C-P$, equation~(\ref{eq:T}) becomes
\begin{equation}
T=\frac{4\lambda P}{D+2\lambda P},\qquad D=1+\lambda^2-2\lambda C .
\end{equation}
From $\varepsilon_L\varepsilon_R=E^2-w^2$ and $\varepsilon_L^2+\varepsilon_R^2=2(E^2+w^2)$,
\begin{align}
C&=\frac{E^2-w^2}{4t^2},\\
P^2&=1-\frac{E^2+w^2}{2t^2}+\frac{(E^2-w^2)^2}{16t^4}.
\end{align}
At fixed $E$, $C$ falls as $w$ grows, so $D$ rises. Moreover
\begin{equation}
\frac{\partial P^2}{\partial(w^2)}=-\frac{4t^2+E^2-w^2}{8t^4}<0 ,
\end{equation}
because $w<2t$. Thus $D/P$ rises, and $T=4\lambda/(D/P+2\lambda)$ falls with bias at every open energy.

For $eV>2t$ the window shrinks as well, so the current falls steadily to zero. Just below $eV=2t$, write $F(w)=\int_{-w}^{w}T\,dE$ for the integral in (\ref{eq:answer}). Since $T$ is even in $E$,
\begin{equation}
F'(w)=2\,T\big|_{E=w}+\int_{-w}^{w}\frac{\partial T}{\partial w}\,dE .
\end{equation}
At $E=w$ one has $\varepsilon_R=2w$, which reaches the top of the right band as $w\to t$. There $\sin q\to0$ and the first term vanishes, while the second stays negative. The current is already falling, so its maximum lies below $eV=2t$, although the window is widest at $2t$. From just below $eV=2t$ up to the cutoff the differential conductance is negative.

\subsection*{Approach to the cutoff}

Let $\delta=4t-eV$ be small and positive. Then $W=\delta/2$, and
\begin{equation}
\varepsilon_L=-2t+(W+E),\qquad \varepsilon_R=2t-(W-E).
\end{equation}
The bottom of the left band faces the top of the right one. With $a=W+E$,
\begin{equation}
\sin^2k=1-\left(1-\frac{a}{2t}\right)^2=\frac{a}{t}-\frac{a^2}{4t^2}\simeq\frac{W+E}{t},
\end{equation}
and likewise $\sin^2q\simeq(W-E)/t$. Here $k\approx0$ and $q\approx\pi$, so the denominator of (\ref{eq:T}) tends to $(1+\lambda)^2$. To leading order
\begin{equation}
T\simeq\frac{4\lambda}{(1+\lambda)^2}\,\frac{\sqrt{W^2-E^2}}{t}.
\end{equation}
The integral of $\sqrt{W^2-E^2}$ is the area of a half disc, $\pi W^2/2=\pi\delta^2/8$. Therefore
\begin{equation}
I\simeq\frac{2e}{h}\,\frac{\pi\lambda}{2(1+\lambda)^2}\,\frac{(4t-eV)^2}{t}.
\label{eq:quad}
\end{equation}
One power of $\delta$ comes from the width of the window and one from the slow electrons at the two band edges. The current reaches zero with zero slope.

\section*{Numerical example}

Take $t=0.2$ eV and $t_c=0.05$ eV. Then $\lambda=0.0625$, and the cutoff is at $V=4t/e=0.80$ V. With $2e^2/h=77.48\ \mu$S,
\begin{equation}
G=77.48\ \mu\mathrm{S}\times\frac{0.25}{(1.0625)^2}=77.48\ \mu\mathrm{S}\times0.2215=17.16\ \mu\mathrm{S}.
\end{equation}
Numerical quadrature of (\ref{eq:answer}) gives:
\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $W$ (eV) & $T(0,V)$ & $I$ ($\mu$A)\\ \hline
0.10 & 0.05 & 0.218 & 1.68\\
0.20 & 0.10 & 0.208 & 3.15\\
0.30 & 0.15 & 0.190 & 4.14\\
0.40 & 0.20 & 0.166 & 4.07\\
0.50 & 0.15 & 0.135 & 2.48\\
0.60 & 0.10 & 0.097 & 1.19\\
0.70 & 0.05 & 0.052 & 0.32\\
0.78 & 0.01 & 0.011 & 0.013\\
0.90 & 0 & 0 & 0
\end{tabular}
\end{center}
A numerical search puts the maximum at $0.353$ V, where $eV=1.76\,t$ and $I=4.32\ \mu$A. The rows at $0.30$ and $0.50$ V have equal windows but currents of $4.14$ and $2.48\ \mu$A. The difference is due to the fall of $T$ with bias.

At $0.78$ V, $\delta=0.02$ eV and (\ref{eq:quad}) gives
\begin{equation}
I\simeq77.48\ \mu\mathrm{S}\times\frac{\pi(0.0625)(0.02)^2}{2(1.0625)^2(0.2)}\ \mathrm{V}=0.0135\ \mu\mathrm{A},
\end{equation}
against $0.0133\ \mu$A from the quadrature. At $0.70$ V the law gives $0.337\ \mu$A, about 6\% above the full value of $0.317\ \mu$A.

The tempting formula can be evaluated beyond the cutoff. At zero bias $q=k$, and with $x=\cos k$,
\begin{equation}
T_0=\frac{4\lambda(1-x^2)}{(1+\lambda)^2-4\lambda x^2}
=1-\frac{(1-\lambda)^2}{(1+\lambda)^2-4\lambda x^2}.
\end{equation}
Integrating over the band with $|dE|=2t\,|dx|$,
\begin{equation}
\int T_0\,dE=4t-\frac{2t(1-\lambda)^2}{(1+\lambda)\sqrt\lambda}\ln\frac{1+\sqrt\lambda}{1-\sqrt\lambda}.
\end{equation}
Here this is $0.62\,t=0.124$ eV, a saturation current of $9.6\ \mu$A where the correct current is zero.

\section*{What a real contact would change}

The parameters lie in the rough regime of narrow-band stacked organic conductors, with bandwidths of some tenths of an eV up to about 1 eV and molecules some $0.35$ nm apart. No particular compound is meant, and such stacks need not be half filled. The hopping is taken as uniform, although a half-filled chain on a deformable lattice tends to dimerise at low temperature (the Peierls instability), which opens a gap at the chemical potential even without repulsion. The assumption most at risk is that electrons do not interact. For an on-site repulsion $U=0.8$ eV, a rough value equal to $4t$, mean-field theory gives an estimate. Let the density of one spin alternate as $\tfrac12\pm m$ from site to site. The other spin then feels an alternating potential of amplitude $\Delta_s=Um$, which couples $k$ to $k+\pi$ and gives energies $\pm\sqrt{4t^2\cos^2k+\Delta_s^2}$. Filling the lower branch reproduces $m$ if
\begin{equation}
\frac1U=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dk}{2\sqrt{4t^2\cos^2k+\Delta_s^2}} .
\end{equation}
The numerical root gives a gap $2\Delta_s=0.615$ eV. Filled left states then meet empty right states only for $eV$ between $2\Delta_s\approx0.62$ eV and $2\sqrt{4t^2+\Delta_s^2}\approx1.01$ eV. In this estimate the conductance and the maximum at $0.35$ V disappear and the upper cutoff moves by about $0.2$ V. Mean-field theory assumes static order, which fluctuations in a single chain destroy, and it overstates the gap. The exact charge gap of the half-filled chain, known from the work of Lieb and Wu, is
\begin{equation}
\frac{16t^2}{U}\int_1^\infty\frac{\sqrt{y^2-1}}{\sinh(2\pi ty/U)}\,dy=1.287\,t=0.257\ \mathrm{eV}
\end{equation}
at $U=4t$. The zero-temperature conductance at small bias still vanishes, but the threshold falls to about $0.26$ V, so a current at $0.35$ V is no longer excluded.

The other omissions are sized one at a time, with $U=0$ and the remaining parameters held fixed.

\textbf{Temperature.} At 300 K, $k_BT=0.026$ eV. With thermal occupations in (\ref{eq:landauer}), the current at $0.353$ V drops from $4.32$ to $4.13\ \mu$A, or 4\%. At $0.60$ V it stays at $1.19\ \mu$A, because the open energies $|E|<0.1$ eV lie at least $0.2$ eV from either chemical potential. Above $0.80$ V it remains zero.

\textbf{Emission of a vibration.} Above the elastic cutoff, and for $\hbar\omega<4t$, an electron that gives up $\hbar\omega$ can enter the right band if the lowest filled left energy, less $\hbar\omega$, lies below the right band top:
\begin{equation}
\frac{eV}{2}-2t-\hbar\omega<2t-\frac{eV}{2}
\quad\Longrightarrow\quad eV<4t+\hbar\omega .
\end{equation}
For $\hbar\omega=0.15$ eV the current due to emission of one quantum can persist up to $0.95$ V. Emission of $n$ quanta moves the limit to $4t+n\hbar\omega$, so the current then has a tail and no sharp end. The size of this tail depends on the coupling to the vibration, which is not specified here.

\textbf{A second band.} Suppose the right chain has an empty band of the same width centred $\Delta=1.5$ eV above the first. Its bottom, $-eV/2+\Delta-2t$, drops below $\mu_L$ when $eV>\Delta-2t$, that is, above $1.10$ V. The zero of the current is then a finite interval of bias. Such an interval exists if $\Delta-2t>4t$, or $\Delta>6t$, which holds here.

\textbf{The voltage profile.} At small bias a coherent bond does not take the whole voltage. Measure occupations from $\mu_R$, in units of the applied difference, and write $R=1-T$. On the left the incoming states have occupation $1$ and the outgoing ones $R$, with mean $(1+R)/2$. On the right the mean is $T/2$. The difference is $(1+R-T)/2=R$. Here $R=0.78$, so about a fifth of a small bias would drop where the chains join their reservoirs. By (\ref{eq:mid}) $T$ decreases as the bias grows, so the share of the drop left to the reservoirs shrinks towards the cutoff. The current also changes the filling of the chains, because some outgoing states are emptied on the left and filled on the right. These states travel on without scattering, so the change is not confined to the neighbourhood of the bond. At the current maximum of the example the chains hold about $0.95$ and $1.05$ electrons per site, averaged over some tens of sites beside the bond, and the deviation is the same a thousand sites away. For $\lambda=1$ and $eV=1.5\,t$ the averages are $0.77$ and $1.23$, and the two sites joined by the bond deviate further, with about $0.63$ and $1.37$. The charge far inside the chains vanishes at the cutoff, but the two bond sites stay charged: at $eV=4.5\,t$, with no current, they deviate from one electron by about $0.016$ in the example and $0.21$ for $\lambda=1$. The model keeps the site energies fixed in spite of this charge, which is a better approximation for a weak bond.

\textbf{Field and heat.} A drop of $0.80$ V over $0.35$ nm is a field of 23 MV/cm, above the roughly 10 MV/cm that good thin oxide films withstand. Whether a molecular contact would survive it is outside the model. At the current maximum the power is $0.353\ \mathrm{V}\times4.32\ \mu\mathrm{A}=1.5\ \mu$W for one chain. Elastic scattering at the bond leaves no heat there, so this energy must be released in the chains or reservoirs.

Numerical values quoted here were computed with a short program.
